\section*{Quantum Capacitance of Neutral Graphene in Series with a Double Layer}

\section*{Problem}

A graphene sheet serves as an electrode in an electrolyte at 300 K. Near the Fermi level its bands are taken as ideal cones, $E=\pm v|\mathbf k|$, with two spins and two valleys. The double layer on the electrolyte side has a constant capacitance $C_{\rm dl}=20\ \mu\mathrm{F/cm^2}$. Take $\hbar v=0.66$ eV nm.

\begin{enumerate}
\item[(a)] Find the net density $n$ of electrons minus holes as a function of the Fermi level $\mu$, measured from the Dirac point where the cones touch.
\item[(b)] Find the quantum capacitance $C_Q$ per area at any $\mu$, and its value for the neutral sheet.
\item[(c)] Find the small-signal capacitance of sheet and double layer together at neutrality. What share of a small voltage step goes into filling the bands?
\item[(d)] How much charge does the electrode hold at a bias of 0.5 V from neutrality?
\end{enumerate}

The algebra uses atomic units, $\hbar=e=m_e=1$, so a voltage and the corresponding electron energy have the same magnitude. The sheet is uniform and in thermal equilibrium, its bands do not change shape with charge, and no charge crosses the interface by reaction or adsorption.

\section*{Hints}

\begin{enumerate}
\item Count the states of one cone in a ring of wave vectors, then multiply by four. Count holes as missing electrons in the lower cone.
\item A derivative of the Fermi function with respect to $\mu$ can be turned into one with respect to $E$. Integration by parts then leaves integrals that are elementary.
\item To add an electron, one must both find it an empty band state and work against the field in the double layer. Write the bias as the sum of these two energies.
\item At 0.5 V the Fermi level lies many $k_BT$ from the Dirac point. Integrate $C_Q(\mu)$ to get the charge; do not multiply the neutral capacitance by the bias.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Density of states and net charge}

For one spin and one valley, the number of states per area in a ring of radius $k$ and width $dk$ is
\begin{equation}
\frac{2\pi k\,dk}{(2\pi)^2}=\frac{k\,dk}{2\pi}.
\end{equation}
With four copies, and with $k=|E|/v$ and $dk=d|E|/v$, the density of states is
\begin{equation}
D(E)=4\,\frac{1}{2\pi}\,\frac{|E|}{v^2}=\frac{2|E|}{\pi v^2}.
\end{equation}

Let $f(x)=1/(e^{x/k_BT}+1)$. Electrons occupy the upper cone with probability $f(E-\mu)$. A state of the lower cone is empty with probability $1-f(E-\mu)=f(\mu-E)$. Hence
\begin{equation}
n=\int_0^\infty D(E)f(E-\mu)\,dE-\int_{-\infty}^0D(E)f(\mu-E)\,dE .
\end{equation}
Replacing $E$ by $-E$ in the second integral, where $D$ is even, gives
\begin{equation}
n(\mu)=\frac{2}{\pi v^2}\int_0^\infty E\,\bigl[f(E-\mu)-f(E+\mu)\bigr]dE .
\label{n}
\end{equation}
This is odd in $\mu$. The sheet is neutral at $\mu=0$, although thermal electrons and holes are both present there.

\subsection*{(b) Quantum capacitance}

The charge per area has magnitude $n$, and filling the bands costs the energy $\mu$ per added electron. The corresponding differential capacitance is $C_Q=dn/d\mu$. Since
\begin{equation}
\frac{\partial f(E-\mu)}{\partial\mu}=-\frac{\partial f(E-\mu)}{\partial E},
\qquad
-\frac{\partial f(E+\mu)}{\partial\mu}=-\frac{\partial f(E+\mu)}{\partial E},
\end{equation}
both terms of (\ref{n}) contribute with the same sign:
\begin{align}
C_Q&=-\frac{2}{\pi v^2}\int_0^\infty E\,\frac{\partial}{\partial E}
\bigl[f(E-\mu)+f(E+\mu)\bigr]dE\nonumber\\
&=\frac{2}{\pi v^2}\int_0^\infty\bigl[f(E-\mu)+f(E+\mu)\bigr]dE .
\end{align}
The boundary term vanishes at $E=0$ because of the factor $E$, and at infinity because $f$ decays exponentially. An antiderivative of $f(E-\mu)$ is $-k_BT\ln(1+e^{-(E-\mu)/k_BT})$, as differentiation confirms, so
\begin{equation}
\int_0^\infty f(E-\mu)\,dE=k_BT\ln\bigl(1+e^{\mu/k_BT}\bigr).
\end{equation}
The other integral follows by changing the sign of $\mu$. The sum of the logarithms is the logarithm of
\begin{equation}
\bigl(1+e^{\mu/k_BT}\bigr)\bigl(1+e^{-\mu/k_BT}\bigr)=2+2\cosh\frac{\mu}{k_BT},
\end{equation}
and therefore
\begin{equation}
C_Q(\mu)=\frac{2k_BT}{\pi v^2}\ln\Bigl[2+2\cosh\frac{\mu}{k_BT}\Bigr].
\label{cq}
\end{equation}
At $\mu=0$ the logarithm is $\ln4=2\ln2$:
\begin{equation}
C_Q(0)=\frac{4\ln2}{\pi}\,\frac{k_BT}{v^2}.
\label{cq0}
\end{equation}

The density of states vanishes at the Dirac point, but thermal smearing samples the states within a few $k_BT$ of it. In this model $C_Q(0)$ is therefore proportional to $T$ and goes to zero with it.

The opposite limit is clearest after the rewriting $2+2\cosh x=e^{|x|}(1+e^{-|x|})^2$, which gives
\begin{equation}
C_Q(\mu)=\frac{2}{\pi v^2}\Bigl[|\mu|+2k_BT\ln\bigl(1+e^{-|\mu|/k_BT}\bigr)\Bigr].
\label{split}
\end{equation}
For $|\mu|\gg k_BT$ the second term is exponentially small, and $C_Q$ is the density of states at the Fermi level.

For numbers, restoring $\hbar$ replaces $v$ by $\hbar v$. With $k_BT=0.02585$ eV,
\begin{equation}
C_Q(0)=\frac{4(0.6931)(0.02585)}{\pi(0.66)^2}
=0.0524\ \frac{e}{\mathrm{V\,nm^2}} .
\end{equation}
One $e/(\mathrm{V\,nm^2})$ is $16.02\ \mu\mathrm{F/cm^2}$, so
\begin{equation}
C_Q(0)=0.839\ \mu\mathrm{F/cm^2}.
\end{equation}

\subsection*{(c) Series combination}

Let $u$ be the rise of the electrons' electrochemical potential in the sheet above its value at zero charge. It corresponds to moving the electrode potential by $-u$, since the electron charge is $-1$. A net density $n$ puts the charge $-n$ on the sheet and changes its electrostatic potential relative to the bulk electrolyte by $-n/C_{\rm dl}$. The Dirac point, being an electron energy, rises by $+n/C_{\rm dl}$. The Fermi level lies $\mu$ above the Dirac point, so
\begin{equation}
u=\mu+\frac{n(\mu)}{C_{\rm dl}} .
\label{balance}
\end{equation}
Both terms are odd in $\mu$, so biases of either sign give the same capacitance. Differentiation with respect to $n$ gives
\begin{equation}
\frac1C=\frac{du}{dn}=\frac{d\mu}{dn}+\frac1{C_{\rm dl}}
=\frac1{C_Q}+\frac1{C_{\rm dl}} .
\label{series}
\end{equation}
The series law thus follows from adding two energies for the same charge. It holds at any bias if $C_Q$ is taken at the actual $\mu$. At neutrality,
\begin{equation}
C=\frac{C_QC_{\rm dl}}{C_Q+C_{\rm dl}}
=\frac{0.839\times20}{20.839}=0.805\ \mu\mathrm{F/cm^2},
\end{equation}
which is 4.0 per cent of the double-layer value. The share of a small voltage step that goes into filling the bands is
\begin{equation}
\frac{d\mu}{du}=\frac{d\mu}{dn}\frac{dn}{du}=\frac{C}{C_Q}
=\frac{C_{\rm dl}}{C_Q+C_{\rm dl}}=\frac{20}{20.839}=0.960 .
\end{equation}

The small capacitance takes most of the voltage. An arbitrarily large $C_{\rm dl}$ would raise the total only to 0.839 $\mu$F/cm$^2$. Halving $C_{\rm dl}$, with the sheet unchanged, lowers it to 0.774 $\mu$F/cm$^2$, a drop of about 4 per cent. Within this model, and as long as $C_{\rm dl}\gg C_Q$, a capacitance measured at neutrality says little about the double layer.

\subsection*{(d) Charge at 0.5 V}

For $\mu>0$, the charge is the integral of (\ref{split}) from zero:
\begin{equation}
n(\mu)=\frac{2}{\pi v^2}\Bigl[\frac{\mu^2}{2}
+2k_BT\int_0^\mu\ln\bigl(1+e^{-\mu'/k_BT}\bigr)d\mu'\Bigr].
\end{equation}
When $\mu\gg k_BT$ the upper limit may be moved to infinity with an exponentially small error. Expanding the logarithm and integrating term by term then gives
\begin{equation}
\int_0^\infty\ln(1+e^{-y})\,dy=\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}
=\Bigl(1-\frac24\Bigr)\frac{\pi^2}{6}=\frac{\pi^2}{12}.
\end{equation}
The factor in brackets arises because the alternating sum is the full sum minus twice its even terms, and the even terms are one quarter of the full sum. Thus
\begin{equation}
n(\mu)\simeq\frac{1}{\pi v^2}\Bigl[\mu^2+\frac{\pi^2}{3}(k_BT)^2\Bigr].
\label{ndeg}
\end{equation}

The slope $2/(\pi v^2)$ is $23.42\ \mu\mathrm{F/cm^2}$ per eV. Half of it, divided by $C_{\rm dl}$, is $11.71/20=0.5855$ per eV. With $\mu$ in eV and $\pi^2(k_BT)^2/3=0.0022\ \mathrm{eV^2}$, equation (\ref{balance}) becomes
\begin{equation}
\mu+0.5855\,(\mu^2+0.0022)=0.5 ,
\end{equation}
whose positive root is
\begin{equation}
\mu=\frac{-1+\sqrt{1+4(0.5855)(0.4987)}}{2(0.5855)}=0.403\ \mathrm{eV}.
\end{equation}
This is about sixteen times $k_BT$, so the approximation is consistent. The remaining 0.0966 V falls across the double layer, and the stored charge is $20\times0.0966=1.93\ \mu\mathrm{C/cm^2}$. The double layer alone would hold 10 $\mu$C/cm$^2$. Multiplying the neutral capacitance by 0.5 V would give only 0.40 $\mu$C/cm$^2$, because it ignores the growth of $C_Q$ as the bands fill.

Numerical solutions of (\ref{balance}) with the full integral (\ref{n}) give the following values. Capacitances are in $\mu$F/cm$^2$ and charges in $\mu$C/cm$^2$.
\begin{center}
\begin{tabular}{ccccc}
Bias (V) & $\mu$ (eV) & $C_Q$ & $C$ & Charge\\
0.1 & 0.094 & 2.22 & 2.00 & 0.128\\
0.3 & 0.259 & 6.07 & 4.66 & 0.813\\
0.5 & 0.403 & 9.45 & 6.42 & 1.93\\
1.0 & 0.707 & 16.54 & 9.05 & 5.87
\end{tabular}
\end{center}

\subsection*{Comparison with real electrodes}

The chosen $\hbar v$ is a rough typical value for graphene, and $20\ \mu\mathrm{F/cm^2}$ is a reasonable order of magnitude for a compact double layer in a concentrated aqueous electrolyte. A real double-layer capacitance varies with charge, but part (c) shows that this matters little at neutrality while $C_{\rm dl}$ stays far above $C_Q$. In a dilute electrolyte it does not: a diffuse layer in series lowers the neutral total to about 0.73 $\mu$F/cm$^2$ at 1 mM and 0.60 at 0.1 mM. The uniform Fermi level can be a more serious idealization: charged impurities leave patches of electrons and holes even when the average charge is zero. Variation 2 shows that wide patches with an assumed spread of 0.05 to 0.10 eV raise the neutral capacitance by roughly half or more. The double layer itself screens the impurities, above all the long-range part of their potential, so the spread in an electrolyte may be much smaller than this. Electron interactions can act the other way by raising $v$. If $v$ is increased by 20 per cent, as a rough size and not a many-body result, $C_Q(0)$ falls to 0.583 and the total to 0.566 $\mu$F/cm$^2$, a reduction of 30 per cent. The rise of $v$ is itself an exchange effect and depends on screening, so the nearby electrolyte may make it smaller than assumed here. The exchange and correlation among the added carriers, which change $d\mu/dn$ further, are left out.

The curvature of the bands can be sized with a nearest-neighbour honeycomb lattice of hopping energy $t$ and lattice constant $a=0.246$ nm. Its bands are $\pm t|1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}|$, with $\mathbf a_1$ and $\mathbf a_2$ at $60^\circ$. At a zone corner the two phase factors are $e^{\pm2\pi i/3}$ and the sum vanishes. For a small displacement $\mathbf q$, write $A=\mathbf q\cdot\mathbf a_1$ and $B=\mathbf q\cdot\mathbf a_2$. The squared modulus is then
\begin{equation}
A^2+B^2+2AB\cos\frac{4\pi}{3}=A^2+B^2-AB=\frac34a^2q^2 ,
\end{equation}
so $\hbar v=\sqrt3\,at/2$ and $t=3.098$ eV. A thermal sum over the whole Brillouin zone gives a neutral $C_Q$ that is 0.018 per cent above the cone result. Refining the mesh from 600 to 900 points per direction moves the lattice value by about one part in a million. This comparison also checks the factor of two for the valleys, since the sum over the zone includes both kinds of corner without counting them by hand. The factor of two for spin is put into both calculations. Curvature is thus negligible at neutrality beside disorder and interactions.

\section*{Variation 1: where the double layer takes over}

At what bias does $C_Q$ equal $C_{\rm dl}$?

Assume $\mu\gg k_BT$. Then $2\mu/(\pi v^2)=C_{\rm dl}$ gives
\begin{equation}
\mu=\frac{20}{23.42}=0.854\ \mathrm{eV}.
\end{equation}
Dividing (\ref{ndeg}) by this same $C_{\rm dl}$ gives the drop in the electrolyte:
\begin{equation}
\frac{n}{C_{\rm dl}}\simeq\frac{\mu^2+\pi^2(k_BT)^2/3}{2\mu}
=\frac{\mu}{2}+\frac{\pi^2(k_BT)^2}{6\mu}.
\end{equation}
The bias is therefore $3\mu/2$ plus a thermal correction of about 1 mV, or 1.28 V in all. The total capacitance there is $C_{\rm dl}/2=10\ \mu\mathrm{F/cm^2}$. Below this bias the sheet is the smaller of the two capacitances.

The nearest-neighbour lattice gives a $C_Q$ 2.7 per cent above the cone value at this Fermi level, for either sign of charge. Hopping between second neighbours, left out here, makes the two signs differ: a value of 0.1 eV would shift $C_Q$ by about another 3 per cent, up for one sign and down for the other. The shift grows with this hopping: for 0.2 to 0.3 eV the lattice value lies 9 to 12 per cent above the cone for one sign and 3 to 5 per cent below it for the other. The linear bands are thus serviceable here for an estimate at about the ten per cent level. The assumption of no reactions is more doubtful: in water, a bias of this size may drive reactions of the solvent or of the sheet. The crossover also depends on $C_{\rm dl}$ staying constant, which matters here because the two capacitances are equal.

\section*{Variation 2: a sheet that is neutral only on average}

Suppose the local Fermi level has a Gaussian distribution of zero mean and standard deviation $s$. What is the total capacitance?

The net charge averages to zero because $n(\mu)$ is odd. Let the patches be much wider than the double layer is thick, so that each is in series with its own piece of double layer, and also much wider than $\hbar v/k_BT\approx25$ nm, so that each has the $C_Q$ of its local Fermi level. The second condition is the stricter one. For a sinusoidal potential of rms amplitude 0.05 eV the cones give $C_Q=0.84$, 0.87, 1.09 and 1.29 $\mu$F/cm$^2$ at periods of 3, 10, 30 and 100 nm, against a local average of 1.31, so short-range disorder hardly raises the neutral value. All patches share one electrochemical potential, so they act in parallel and their capacitances per area are averaged:
\begin{equation}
\langle C\rangle=\int_{-\infty}^{\infty}\frac{e^{-\mu^2/2s^2}}{s\sqrt{2\pi}}\,
\frac{C_Q(\mu)C_{\rm dl}}{C_Q(\mu)+C_{\rm dl}}\,d\mu .
\end{equation}
For an estimate when $s\gg k_BT$ and $C_Q\ll C_{\rm dl}$, replace the second factor by $2|\mu|/(\pi v^2)$. The mean of $|\mu|$ is
\begin{equation}
\frac{2}{s\sqrt{2\pi}}\int_0^\infty\mu\,e^{-\mu^2/2s^2}d\mu=s\sqrt{\frac2\pi}.
\end{equation}
For $s=0.10$ eV this is 0.080 eV, which gives $23.42\times0.080=1.9\ \mu\mathrm{F/cm^2}$. The full integral gives 1.81. The estimate omits two opposing corrections: the thermal term in (\ref{split}) raises the result, and the series double layer lowers it.

For $s=0.05$ eV the full integral gives 1.18 $\mu$F/cm$^2$, against 0.805 for the uniform sheet. These widths are illustrative inputs, not measured values. They raise the neutral capacitance by factors of about 1.5 and 2.3, yet the total remains below one tenth of $C_{\rm dl}$. Smooth, long-range disorder of this size therefore changes the value substantially, while the sheet still limits the capacitance.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
thermal energy kT: 0.02585 eV
hbar v (input): 0.66 eV nm
velocity: 1.003e+06 m/s
double layer C_dl (input): 20.0 uF/cm2
neutral C_Q: 0.05238 e/(V nm2)
1 e/(V nm2) equals: 16.022 uF/cm2
neutral C_Q: 0.839 uF/cm2
neutral total C: 0.805 uF/cm2
total C over C_dl: 4.03 percent
share of small voltage in bands: 96.0 percent
C_Q slope at large mu: 23.42 uF/cm2 per eV
finite bias:
 bias 0.1 V: mu 0.0936 eV, C_Q 2.22 uF/cm2,
   total C 2.00 uF/cm2, charge 0.128 uC/cm2,
   charge of C_dl alone 2.0 uC/cm2
 bias 0.3 V: mu 0.2593 eV, C_Q 6.07 uF/cm2,
   total C 4.66 uF/cm2, charge 0.813 uC/cm2,
   charge of C_dl alone 6.0 uC/cm2
 bias 0.5 V: mu 0.4034 eV, C_Q 9.45 uF/cm2,
   total C 6.42 uF/cm2, charge 1.931 uC/cm2,
   charge of C_dl alone 10.0 uC/cm2
 bias 1.0 V: mu 0.7065 eV, C_Q 16.54 uF/cm2,
   total C 9.05 uF/cm2, charge 5.870 uC/cm2,
   charge of C_dl alone 20.0 uC/cm2
C_Q = C_dl at mu: 0.854 eV
C_Q = C_dl at bias: 1.282 V
neglected effects:
 puddles 50 meV rms: total C 1.183 uF/cm2
 puddles 100 meV rms: total C 1.814 uF/cm2
 velocity +20 percent: C_Q 0.583 uF/cm2, total C 0.566 uF/cm2
 C_dl halved: total C 0.774 uF/cm2
 lattice constant (input): 0.246 nm
 lattice hopping: 3.098 eV
 band curvature, neutral: C_Q changes by 0.018 percent
 band curvature, mu 0.854 eV: C_Q changes by 2.67 percent
 mesh 600 to 900, neutral: relative shift 1.2e-06
 mesh 600 to 900, high mu: relative shift 2.3e-07
\end{verbatim}
